\section*{Confinement mass and in-plane mass tensor of a tilted valley ellipsoid}

\section{What goes wrong when the normal momentum is set to zero}

An electron in an ellipsoidal valley is confined against a surface, and its mass for motion along the surface is wanted. Since a bound state carries no current through the surface, it is tempting to set the normal momentum to zero in the valley energy and read off the mass from what remains. For an ellipsoid tilted with respect to the surface this gives a wrong answer. In the example worked below, with longitudinal mass $1.0\,m_0$ and transverse mass $0.2\,m_0$, it gives $0.467\,m_0$ along a direction in which the subband mass is $0.771\,m_0$. The energy of motion in that direction is then overestimated by 65\,\% of its correct value.

The fault lies in confusing momentum with velocity. In a tilted ellipsoid the normal velocity depends on the in-plane momentum as well as on the normal one, so zero normal velocity requires a normal momentum that is in general not zero. Eliminating it correctly gives the Stern--Howard masses.

\section{Setting and assumptions}

Let $\mathbf k$ be the wave vector measured from the valley minimum, and let the valley energy be
\begin{equation}
E(\mathbf k)=C\,\mathbf k^{T}W\mathbf k,\qquad C=\frac{\hbar^2}{2m_0},
\label{eq:valley}
\end{equation}
where $m_0$ is the free-electron mass and $W$ is the inverse-mass tensor in units of $1/m_0$, real, symmetric and positive definite. The surface has unit normal $\mathbf n$. Choose unit vectors $\mathbf e_1,\mathbf e_2$ in the surface so that $(\mathbf e_1,\mathbf e_2,\mathbf e_3=\mathbf n)$ is orthonormal, and write $w_{ij}=\mathbf e_i\cdot W\mathbf e_j$. Indices $a,b$ run over the in-plane values 1 and 2, and $z=\mathbf n\cdot\mathbf r$.

The assumptions are these.
\begin{enumerate}
\item The valley is parabolic and is treated alone, in the effective-mass approximation, without valley coupling, spin--orbit coupling or magnetic field.
\item The potential $V(z)$ depends on $z$ alone, so $k_1$ and $k_2$ are conserved numbers.
\item $W$ is uniform wherever the envelope function is nonzero.
\item The state is bound: the envelope vanishes at hard walls or decays at large $|z|$.
\end{enumerate}
With $\hat k_z=-i\,d/dz$ and the abbreviations
\begin{equation}
g=w_{13}k_1+w_{23}k_2,\qquad Q=\sum_{ab}w_{ab}k_ak_b,
\end{equation}
the Hamiltonian for the envelope $\psi(z)$ is
\begin{equation}
H=C\left(w_{33}\hat k_z^2+2g\,\hat k_z+Q\right)+V(z).
\label{eq:H}
\end{equation}
The factor 2 arises because $w_{a3}$ and $w_{3a}$ contribute equally. The term $2g\hat k_z$ couples motion along the surface to motion across it.

\section{The theorem and its proof}

\paragraph{Theorem.} Under assumptions 1--4 every bound subband has the form
\begin{equation}
E_j(k_1,k_2)=\varepsilon_j+C\sum_{ab}S_{ab}k_ak_b,\qquad
S_{ab}=w_{ab}-\frac{w_{a3}w_{b3}}{w_{33}},
\label{eq:theorem}
\end{equation}
where the $\varepsilon_j$ are the bound levels of
\begin{equation}
-\frac{\hbar^2}{2m_z}\frac{d^2\varphi}{dz^2}+V(z)\varphi=\varepsilon\varphi,\qquad
m_z=\frac{m_0}{w_{33}}=\frac{m_0}{\mathbf n\cdot W\mathbf n}.
\label{eq:oned}
\end{equation}

\paragraph{Lemma 1 (completing the square).} With $\kappa=g/w_{33}$,
\begin{equation}
w_{33}\hat k_z^2+2g\hat k_z+Q=w_{33}(\hat k_z+\kappa)^2+\sum_{ab}S_{ab}k_ak_b .
\label{eq:square}
\end{equation}

\emph{Proof.} Positive definiteness gives $w_{33}=\mathbf n\cdot W\mathbf n>0$, so the division is allowed. At fixed $k_1,k_2$ the quantity $\kappa$ is a number and commutes with $\hat k_z$. Hence
\begin{equation}
w_{33}(\hat k_z+\kappa)^2=w_{33}\hat k_z^2+2g\hat k_z+\frac{g^2}{w_{33}} .
\end{equation}
The left side of \eqref{eq:square} is therefore $w_{33}(\hat k_z+\kappa)^2+Q-g^2/w_{33}$. Since $g^2=\sum_{ab}w_{a3}w_{b3}k_ak_b$, the last two terms combine to $\sum_{ab}S_{ab}k_ak_b$. $\square$

\paragraph{Lemma 2 (removing the shift).} If $\psi=e^{-i\kappa z}\varphi$, then $(\hat k_z+\kappa)^2\psi=e^{-i\kappa z}\hat k_z^2\varphi$.

\emph{Proof.} The product rule gives
\begin{equation}
\hat k_z\psi=-i\left(-i\kappa\, e^{-i\kappa z}\varphi+e^{-i\kappa z}\varphi'\right)
=e^{-i\kappa z}\left(-\kappa\varphi+\hat k_z\varphi\right).
\end{equation}
Adding $\kappa\psi$ cancels the first term, so $(\hat k_z+\kappa)\psi=e^{-i\kappa z}\hat k_z\varphi$. Applying the same rule again, with $\hat k_z\varphi$ in place of $\varphi$, proves the lemma. $\square$

\emph{Proof of the theorem.} Insert Lemma 1 into $H\psi=E\psi$, write $\psi=e^{-i\kappa z}\varphi$, use Lemma 2 and cancel the common phase. Because $V(z)$ commutes with the phase,
\begin{equation}
C w_{33}\hat k_z^2\varphi+V(z)\varphi=\Big(E-C\sum_{ab}S_{ab}k_ak_b\Big)\varphi .
\end{equation}
As $Cw_{33}=\hbar^2/2m_z$, this is \eqref{eq:oned} with $\varepsilon=E-C\sum S_{ab}k_ak_b$. The phase has modulus one, so $\varphi$ vanishes at a hard wall, decays and is normalized whenever $\psi$ is, and conversely. The two problems thus have the same bound states, one for one. $\square$

\section{What the bound state does}

\paragraph{Corollary 1.} In every bound state of the theorem $\langle\hat k_z\rangle=-\kappa$, and the mean normal velocity is zero.

\emph{Proof.} Equation \eqref{eq:oned} is real. Two bound solutions with the same energy have a constant Wronskian, which is zero at the wall or at infinity, so they are proportional. Hence $\varphi$ may be taken real, and
\begin{equation}
\langle\varphi|\hat k_z|\varphi\rangle=-i\int\varphi\varphi'\,dz=-\frac i2\left[\varphi^2\right]=0 .
\end{equation}
By Lemma 2, $\langle\psi|\hat k_z+\kappa|\psi\rangle=\langle\varphi|\hat k_z|\varphi\rangle=0$, which is the first claim. The normal velocity operator is
\begin{equation}
\hat v_z=\frac1\hbar\frac{\partial H}{\partial \hat k_z}=\frac{\hbar}{m_0}(w_{33}\hat k_z+g)=\frac{\hbar w_{33}}{m_0}(\hat k_z+\kappa),
\end{equation}
so its mean vanishes too. $\square$

\paragraph{Corollary 2 (shadow, not section).} For given $k_1,k_2$, the minimum of $\mathbf k^TW\mathbf k$ over $k_z$ is $\sum S_{ab}k_ak_b$.

\emph{Proof.} Read \eqref{eq:square} with $k_z$ as a number. The square is non-negative and vanishes at $k_z=-\kappa$. $\square$

A point $(k_1,k_2)$ lies under the solid ellipsoid $\mathbf k^TW\mathbf k\le\eta$ if some $k_z$ satisfies the inequality, that is, if the minimum does. The constant-energy curve of a subband is therefore the outline of the ellipsoid's shadow, cast along $\mathbf n$ on the surface plane. Setting $k_z=0$ gives instead the section of the ellipsoid by that plane, with inverse masses $w_{ab}$. The section lies inside the shadow, and its energy is too high by
\begin{equation}
C(Q-\textstyle\sum S_{ab}k_ak_b)=C\,g^2/w_{33}=C\,w_{33}\kappa^2 .
\label{eq:excess}
\end{equation}
The two agree for all in-plane directions if and only if $w_{13}=w_{23}=0$, which means that $\mathbf n$ is a principal axis.

\section{Mass tensor and density of states}

\paragraph{Lemma 3.} Let $M=W^{-1}$ be the mass tensor in units of $m_0$. Then $S^{-1}$ is the in-plane block of $M$, and $\det S=\det W/w_{33}$.

\emph{Proof.} Separate the in-plane and normal components:
\begin{equation}
W=\begin{pmatrix}A&\mathbf b\\ \mathbf b^T&w_{33}\end{pmatrix},\qquad
M=\begin{pmatrix}P&\mathbf q\\ \mathbf q^T&r\end{pmatrix},\qquad S=A-\frac{\mathbf b\mathbf b^T}{w_{33}} .
\end{equation}
The first block column of $WM=1$ reads
\begin{equation}
AP+\mathbf b\mathbf q^T=1,\qquad \mathbf b^TP+w_{33}\mathbf q^T=0 .
\end{equation}
The second equation gives $\mathbf q^T=-\mathbf b^TP/w_{33}$. Inserted in the first, it gives $SP=1$. For the determinant, subtract $b_a/w_{33}$ times the third row of $W$ from row $a$. This leaves the determinant unchanged, turns $A$ into $S$ and $\mathbf b$ in the last column into zero, so $\det W=w_{33}\det S$. $\square$

The in-plane masses are thus found without any elimination if one starts from the mass tensor: one keeps its in-plane block. Starting from the inverse-mass tensor, one must subtract the second term of $S$.

At energy $\eta$ above $\varepsilon_j$ the occupied region $\sum S_{ab}k_ak_b\le\eta/C$ is an ellipse of area $\pi\eta/(C\sqrt{\det S})$. Dividing by $(2\pi)^2$ gives the number of states per unit surface area, per valley and spin. Its derivative with respect to $\eta$ is
\begin{equation}
D=\frac{1}{4\pi C\sqrt{\det S}}=\frac{m_d}{2\pi\hbar^2},\qquad
m_d=\frac{m_0}{\sqrt{\det S}}=m_0\sqrt{\frac{w_{33}}{\det W}} .
\label{eq:dos}
\end{equation}
Consequently $m_d^2m_z=m_0^3/\det W$ is the same for every surface. An orientation that makes a valley heavy across the surface lowers its density of states along it.

\section{Ellipsoid of revolution}

Let the valley have unit axis $\mathbf a$, longitudinal mass $m_l$ and transverse mass $m_t$, both now in units of $m_0$. Then
\begin{equation}
M=m_t+(m_l-m_t)\mathbf a\mathbf a^T,\qquad
W=\frac1{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf a\mathbf a^T .
\label{eq:rev}
\end{equation}
Put $c=\mathbf n\cdot\mathbf a$ and $s^2=1-c^2$. The normal component of $W$ gives
\begin{equation}
\frac{m_0}{m_z}=w_{33}=\frac1{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)c^2=\frac{s^2}{m_t}+\frac{c^2}{m_l}.
\label{eq:mz}
\end{equation}
The projection of $\mathbf a$ on the surface has squared length $s^2$. By Lemma 3 the in-plane masses are the eigenvalues of the in-plane block of $M$:
\begin{equation}
m_\perp=m_t,\qquad m_\parallel=m_t+(m_l-m_t)s^2=m_tc^2+m_ls^2,
\label{eq:inplane}
\end{equation}
perpendicular to the projected axis and along it. The section would give $1/m_{\rm sec}=c^2/m_t+s^2/m_l$ along the projected axis. The ratio of the two masses, which is also the factor by which the section overestimates the energy, is
\begin{align}
\frac{m_\parallel}{m_{\rm sec}}&=(m_tc^2+m_ls^2)\left(\frac{c^2}{m_t}+\frac{s^2}{m_l}\right)
=c^4+s^4+c^2s^2\left(\frac{m_l}{m_t}+\frac{m_t}{m_l}\right)\nonumber\\
&=1+c^2s^2\,\frac{(m_l-m_t)^2}{m_lm_t},
\label{eq:ratio}
\end{align}
where $c^4+s^4=1-2c^2s^2$ was used. For given masses this factor, and with it the relative error, is largest at a tilt of $45^\circ$.

\paragraph{Limits.} In this paragraph all masses, $m_z$ included, are in units of $m_0$. If the axis is normal to the surface, $c^2=1$, then $m_z=m_l$ and the in-plane mass is $m_t$ in all directions. If the axis lies in the surface, $c=0$, then $m_z=m_t$ and the in-plane masses are $m_t$ and $m_l$. In both cases $\kappa=0$. A sharper contrast appears when $m_l\to\infty$ at a fixed oblique tilt. The ellipsoid becomes a cylinder, and $m_\parallel$ diverges, because momentum can be added along $\mathbf a$ at no cost in energy. The section mass tends to the finite value $m_t/c^2$ and misses this.

\paragraph{Three valley pairs.} For valleys along the three cube axes the values of $c^2$ add up to $|\mathbf n|^2=1$. Summing \eqref{eq:mz} gives $\sum m_0/m_z=2/m_t+1/m_l$ for every surface. A surface can redistribute the inverse confinement masses among the pairs but cannot change their sum.

\section{Worked example: the (123) surface}

Take the round model values $m_l=1.0$ and $m_t=0.2$, with valleys along the cube axes, and
\begin{equation}
\mathbf n=\frac{(1,2,3)}{\sqrt{14}},\quad \mathbf e_1=\frac{(2,-1,0)}{\sqrt5},\quad \mathbf e_2=\frac{(3,6,-5)}{\sqrt{70}} .
\end{equation}
The axis of the [010] valley has components $(-0.447,\,0.717,\,0.535)$ in this frame. Equation \eqref{eq:rev} becomes $W=5-4\,\mathbf a\mathbf a^T$, so
\begin{align}
w_{11}&=4.200, & w_{22}&=2.943, & w_{12}&=1.283,\nonumber\\
w_{13}&=0.956, & w_{23}&=-1.533, & w_{33}&=3.857 .
\end{align}
The confinement mass is $m_z=m_0/3.857=0.259\,m_0$, and the elimination, carried out with unrounded components, gives
\begin{align}
S_{11}&=4.200-0.956^2/3.857=3.963,\nonumber\\
S_{22}&=2.943-1.533^2/3.857=2.333,\\
S_{12}&=1.283+(0.956)(1.533)/3.857=1.663 .\nonumber
\end{align}
Here $c^2=4/14$, so the principal masses are $0.2\,m_0$ and $(0.2\times0.286+0.714)\,m_0=0.771\,m_0$, and $m_d=\sqrt{0.2\times0.771}\,m_0=0.393\,m_0$.

\paragraph{Energy at finite momentum.} Let $k=0.5\ \mathrm{nm^{-1}}$ along the projected axis. With $C=0.0381\ \mathrm{eV\,nm^2}$,
\begin{equation}
\frac{Ck^2}{0.7714}=12.3\ \mathrm{meV},\qquad \frac{Ck^2}{0.467}=20.4\ \mathrm{meV}
\end{equation}
for the shadow and the section. For this direction $g=-4csk=-0.904\ \mathrm{nm^{-1}}$ and $\kappa=-0.234\ \mathrm{nm^{-1}}$. The excess \eqref{eq:excess} is $0.0381\times3.857\times0.234^2\ \mathrm{eV}\approx8\ \mathrm{meV}$, the difference of the two energies.

The same rise can be found without eliminating anything. The Hamiltonian \eqref{eq:H}, cross term included, was diagonalized by Chebyshev collocation in a 5 nm well with hard walls and a potential rising linearly by 100 meV across it. The ground level rises by 12.3 meV between $k=0$ and $k=0.5\ \mathrm{nm^{-1}}$, and the state has $\langle\hat k_z\rangle=0.234\ \mathrm{nm^{-1}}=-\kappa$. Its squared overlap with the $k=0$ state is 0.957, and it becomes 1.000 once the factor $e^{-i\kappa z}$ is removed. The density profile across the well is thus unchanged by the in-plane motion.

\paragraph{Which valley lies lowest.} In a flat hard-wall well of width $L=5$ nm, \eqref{eq:oned} gives $\varepsilon_1=C\pi^2m_0/(m_zL^2)=15.04\ \mathrm{meV}\times m_0/m_z$. On (123) the levels are 70.9, 58.0 and 36.5 meV for the [100], [010] and [001] pairs. The [001] pair, whose axis is closest to the normal, has the largest $m_z$ and lies lowest. It also has the smallest density-of-states mass of the three, as \eqref{eq:dos} requires. The masses for four surfaces, in units of $m_0$, are:

\begin{center}
\begin{tabular}{llccc}
Surface & Valleys & $m_z$ & $m_\perp,\ m_\parallel$ & $m_d$\\
(001) & [100], [010] & 0.200 & 0.200, 1.000 & 0.447\\
(001) & [001] & 1.000 & 0.200, 0.200 & 0.200\\
(110) & [100], [010] & 0.333 & 0.200, 0.600 & 0.346\\
(110) & [001] & 0.200 & 0.200, 1.000 & 0.447\\
(111) & all & 0.273 & 0.200, 0.733 & 0.383\\
(123) & [100] & 0.212 & 0.200, 0.943 & 0.434\\
(123) & [010] & 0.259 & 0.200, 0.771 & 0.393\\
(123) & [001] & 0.412 & 0.200, 0.486 & 0.312
\end{tabular}
\end{center}

\section{Where the theorem stops}

\paragraph{Cyclic conditions.} Suppose that $\psi(z+L)=\psi(z)$ replaces the condition of a bound state. Then $\varphi(z+L)=e^{i\kappa L}\varphi(z)$, and unless $\kappa L$ is a multiple of $2\pi$ the in-plane momentum survives in the boundary condition. On a ring with $V=0$ and $|\kappa|<\pi/L$ the lowest state has $k_z=0$, and its energy is $CQ$, the section value. For the [010] valley above, a ring of length 5 nm with $V=50\ \mathrm{meV}\times\cos(2\pi z/L)$, diagonalized in plane waves, gives a rise of 19.6 meV. This is far from the 12.3 meV of the bound state and close to the section value of 20.4 meV. For a tilted valley, a numerical calculation with $\psi(z+L)=\psi(z)$ approaches the bound-state masses as the potential itself confines the state, so that the envelope becomes negligible somewhere in the cell and tunnelling between periodic images is suppressed: with amplitudes of 0.2, 0.5 and 1 eV in place of 50 meV the rise is 15.0, 12.6 and 12.4 meV. Where the cell boundary is drawn does not matter. Alternatively, imposing $\psi(z+L)=e^{-i\kappa L}\psi(z)$ makes $\varphi$ periodic, and the rise is then again $C\sum S_{ab}k_ak_b$ whatever the potential.

\paragraph{A second material.} If the envelope enters a barrier with a different $W$, then $S$ in general depends on $z$. In that case the term $C\sum S_{ab}(z)k_ak_b$ acts as an additional potential and cannot be moved into the eigenvalue, so the separation in \eqref{eq:theorem} is lost. With the symmetric ordering $\hat k_zw_{33}\hat k_z+g\hat k_z+\hat k_zg+Q$, the rise to lowest order in $k$ is $C\sum\langle S_{ab}\rangle k_ak_b$, averaged over the density of the $k=0$ state. The relative error of \eqref{eq:theorem} is then the weight in the barrier times the relative difference between $\sum S_{ab}k_ak_b$ in barrier and well, so a small weight is not enough if the barrier mass is much lighter. For the [010] valley above in a flat 5 nm well, an isotropic barrier of mass $0.5\,m_0$ and height 3.1 eV holds 0.16\,\% of the density and leaves the mass along the projected axis at $0.771\,m_0$, while one of mass $0.05\,m_0$ and height 1 eV holds 0.34\,\% and lowers it to $0.735\,m_0$.

\paragraph{Nonparabolic valleys.} Lemma 1 uses the quadratic form of the energy. When the energy also contains higher powers of $\mathbf k$, the masses found here are only the limit of small confinement energy and small in-plane momentum. Away from that limit the mass can depend on the confinement energy, even at the bottom of a subband.
